**Cubic fine structure of S = 5/2: zero-field gap and strong-field satellites**

For a spin 5/2 with cubic parameter $a$, the program tests the zero-field gap $3a$ and the strong-field line shifts $\pm2pa$ and $\pm\tfrac52pa$. Here $p=1-5\phi$, $\phi=n_1^2n_2^2+n_2^2n_3^2+n_3^2n_1^2$, the $n_i$ are the direction cosines of the field, and $G=g\mu_BB$ is the Zeeman energy. It asserts that the octahedral rotations leave two free constants, one of them the trace, and that diagonalization gives four levels at $a$ and two at $-2a$. It compares the diagonal elements of the cubic term with the formula for 30 random field directions, and the closed-form levels along [001] with diagonalization at five field strengths. In the general direction tested, doubling $G$ reduces the line errors by a factor of 2.000 and the half-separation errors by 4.000, as expected for second-order and third-order corrections. The example uses $g=2$, $a/h=0.2$ GHz and 34 GHz, and finds the resonance fields by diagonalization and root search. The largest departure of a single line from first order is 0.062 mT, while half-separations of mirror pairs agree within 0.0005 mT.

## Verification by program

```python
# Cubic fine structure of a spin S = 5/2.
# Result under test: H = G n.S + (a/6)(Sx^4 + Sy^4 + Sz^4 - 707/16) has
#   zero-field levels +a (four states) and -2a (two states), gap 3a;
#   for G >> a, lines m <-> m-1 at G + (2, -5/2, 0, 5/2, -2) p a,
#   p = 1 - 5 phi, phi = n1^2 n2^2 + n2^2 n3^2 + n3^2 n1^2.
# G = g mu_B B is the Zeeman energy, n the unit vector of the field in the
# cubic axes, a the cubic parameter. Tests use a = 1 as the energy unit.
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy import constants as const

m_values = np.arange(2.5, -3, -1)
spin = 2.5
raising = np.diag(np.sqrt(spin*(spin + 1) - m_values[1:]*(m_values[1:] + 1)), 1)
Sx = (raising + raising.T)/2 + 0j
Sy = (raising - raising.T)/2j
Sz = np.diag(m_values) + 0j
identity = np.eye(6)
power4 = np.linalg.matrix_power
cubic = (power4(Sx, 4) + power4(Sy, 4) + power4(Sz, 4) - 707/16*identity)/6
line_factors = np.array([2, -2.5, 0, 2.5, -2])
diagonal_z = np.array([0.5, -1.5, 1, 1, -1.5, 0.5])


def spin_along(n):
    return n[0]*Sx + n[1]*Sy + n[2]*Sz


def phi_of(n):
    return n[0]**2*n[1]**2 + n[1]**2*n[2]**2 + n[2]**2*n[0]**2


def p_of(n):
    return 1 - 5*phi_of(n)


def lines(G, n, a=1.0):
    """Transition energies, ordered from 5/2<->3/2 to -3/2<->-5/2."""
    levels = np.linalg.eigvalsh(G*spin_along(n) + a*cubic)
    return np.diff(levels)[::-1]


def states_along(n):
    """Columns are the states |m;n>, m descending."""
    return np.linalg.eigh(spin_along(n))[1][:, ::-1]


# Operators invariant under the octahedral rotations: two free constants.
conditions = []
for generator in (Sx, Sz):
    U = expm(-0.5j*np.pi*generator)
    conditions.append(np.kron(U, identity) - np.kron(identity, U.T))
    assert np.allclose(U @ cubic, cubic @ U, atol=1e-11)
singular = np.linalg.svd(np.vstack(conditions), compute_uv=False)
invariant_count = int(np.sum(singular < 1e-10))
assert invariant_count == 2
assert abs(np.trace(cubic)) < 1e-11

# Matrix along z, including the claim that no other couplings exist.
expected = np.diag(diagonal_z) + 0j
for i, j in ((0, 4), (1, 5)):
    expected[i, j] = expected[j, i] = np.sqrt(5)/2
assert np.allclose(cubic, expected, atol=1e-11)
K = Sx @ Sx + Sy @ Sy
L = (raising @ raising + raising.T @ raising.T)/2
assert np.allclose(power4(Sx, 4) + power4(Sy, 4), (K @ K + L @ L)/2)

# Zero-field levels.
zero_levels = np.linalg.eigvalsh(cubic)
assert np.allclose(zero_levels, [-2, -2, 1, 1, 1, 1], atol=1e-11)

# Diagonal element of (S.e)^4 is quadratic in c^2, whatever the azimuth.
def quartic_diagonal(c, azimuth):
    s = np.sqrt(1 - c*c)
    e = np.array([s*np.cos(azimuth), s*np.sin(azimuth), c])
    return np.diag(power4(spin_along(e), 4)).real

nodes = np.array([0.1, 0.5, 0.9])
samples = np.array([quartic_diagonal(c, 0.3 + c) for c in nodes])
coefficients = np.linalg.solve(np.vander(nodes**2, 3), samples)
for c in (0.0, 0.35, 0.75, 1.0):
    predicted = np.vander([c*c], 3)[0] @ coefficients
    assert np.allclose(predicted, quartic_diagonal(c, 2.1), atol=1e-9)

# Averages over all field directions by quadrature.
cosines, weights = np.polynomial.legendre.leggauss(8)
mean_phi = 0.0
mean_projectors = np.zeros((6, 6, 6), complex)
for c, w in zip(cosines, weights):
    for azimuth in 2*np.pi*np.arange(12)/12:
        s = np.sqrt(1 - c*c)
        n = np.array([s*np.cos(azimuth), s*np.sin(azimuth), c])
        V = states_along(n)
        mean_phi += w/24*phi_of(n)
        for k in range(6):
            mean_projectors[k] += w/24*np.outer(V[:, k], V[:, k].conj())
assert abs(mean_phi - 0.2) < 1e-12
assert np.allclose(mean_projectors, identity/6, atol=1e-11)

# First-order energies p d_m for random field directions.
rng = np.random.default_rng(4)
for _ in range(30):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    V = states_along(n)
    first_order = np.diag(V.conj().T @ cubic @ V).real
    assert np.allclose(first_order, p_of(n)*diagonal_z, atol=1e-10)

# Closed-form levels for the field along [001], weak to strong.
axis_z = np.array([0.0, 0.0, 1.0])
for G in (0.0, 0.3, 1.0, 2.7, 40.0):
    r1 = np.sqrt((2*G + 1)**2 + 1.25)
    r2 = np.sqrt((2*G - 1)**2 + 1.25)
    closed = np.sort([1 + G/2, 1 - G/2, (G - 1)/2 + r1, (G - 1)/2 - r1,
                      -(G + 1)/2 + r2, -(G + 1)/2 - r2])
    exact = np.linalg.eigvalsh(G*Sz + cubic)
    assert np.allclose(exact, closed, atol=1e-10)

# Second-order line shifts along [001]; next order is about 1/G smaller.
G = 1000.0
second_order_z = (lines(G, axis_z) - G - line_factors)*G
assert np.allclose(second_order_z, [0, 5/16, 0, 5/16, 0], atol=2e-3)

# Order of the corrections in a general direction: double G and compare.
general = np.array([1.0, 2.0, 3.0])/np.sqrt(14)
line_errors, pair_errors = [], []
for G in (200.0, 400.0):
    error = lines(G, general) - G - line_factors*p_of(general)
    line_errors.append(np.linalg.norm(error))
    pair_errors.append(np.linalg.norm((error - error[::-1])/2))
line_ratio = line_errors[0]/line_errors[1]
pair_ratio = pair_errors[0]/pair_errors[1]
assert abs(line_ratio - 2) < 0.02
assert abs(pair_ratio - 4) < 0.04

# Line strengths for an oscillating field perpendicular to n.
perpendicular = np.cross(general, axis_z)
perpendicular /= np.linalg.norm(perpendicular)
V = np.linalg.eigh(1e4*spin_along(general) + cubic)[1][:, ::-1]
moment = V.conj().T @ spin_along(perpendicular) @ V
strengths = 4*np.abs(np.diag(moment, 1))**2
assert np.allclose(strengths, [5, 8, 9, 8, 5], atol=0.02)

# Worked example: round model parameters.
g_factor, a_GHz, nu_GHz = 2.0, 0.2, 34.0
muB_over_h = const.physical_constants['Bohr magneton'][0]/const.h
GHz_per_mT = g_factor*muB_over_h*1e-12
centre = nu_GHz/GHz_per_mT
a_field = a_GHz/GHz_per_mT
print(f"g = {g_factor:.1f}, a/h = {a_GHz:.3f} GHz, nu = {nu_GHz:.1f} GHz")
print(f"invariant operators (free constants): {invariant_count}")
print("d_m/a for m = 5/2, 3/2, 1/2:", np.round(np.diag(cubic).real[:3], 4))
print(f"coupling <5/2|Hc|-3/2>/a = {cubic[0, 4].real:.4f}")
print(f"mean of phi over directions = {mean_phi:.4f}")
example_levels = a_GHz*zero_levels
print("zero-field levels/h (GHz):", np.round(example_levels, 4) + 0.0)
print(f"zero-field gap/h = {example_levels[-1] - example_levels[0]:.4f} GHz")
print(f"a/(g mu_B) = {a_field:.4f} mT")
print(f"centre field h nu/(g mu_B) = {centre:.4f} mT")
print("line strengths:", np.round(strengths, 2))
print("[001] second-order shifts times G/a^2:", np.round(second_order_z, 3) + 0.0)
print(f"G doubled: line error falls by {line_ratio:.3f}")
print(f"G doubled: half-separation error falls by {pair_ratio:.3f}")

angle = 0.5*np.arcsin(np.sqrt(0.8))
print(f"p = 0 direction: {np.degrees(angle):.3f} deg from [100] in (001)")
directions = {
    "[001]": axis_z,
    "[110]": np.array([1.0, 1.0, 0.0])/np.sqrt(2),
    "[111]": np.ones(3)/np.sqrt(3),
    "p = 0": np.array([np.cos(angle), np.sin(angle), 0.0]),
}
print("Fields in mT, order 5/2-3/2, 3/2-1/2, 1/2-(-1/2), ...")
for name, n in directions.items():
    p = p_of(n)
    approximate = centre - line_factors*p*a_field
    resonances = np.array([
        brentq(lambda B: lines(GHz_per_mT*B, n, a_GHz)[k] - nu_GHz,
               0.9*centre, 1.1*centre, xtol=1e-10) for k in range(5)])
    # The norm of the cubic term is 2a, so second-order line shifts stay
    # below about 8 a^2/(h nu), and third-order ones below 100 a^3/(h nu)^2.
    small = a_GHz/nu_GHz
    assert np.max(np.abs(resonances - approximate)) < 8*small*a_field
    outer = (resonances[4] - resonances[0])/2
    inner = (resonances[1] - resonances[3])/2
    pair_limit = 100*small**2*a_field
    assert abs(outer - 2*p*a_field) < pair_limit
    assert abs(inner - 2.5*p*a_field) < pair_limit
    print(f"{name}: phi = {phi_of(n):.4f}, p = {p + 0.0:.4f}")
    print("  first order:", " ".join(f"{B:.3f}" for B in approximate))
    print("  diagonalized:", " ".join(f"{B:.3f}" for B in resonances))
    print(f"  largest line error {np.max(np.abs(resonances - approximate)):.4f} mT")
    print(f"  outer half-separation {outer:.4f}, formula {2*p*a_field:.4f} mT")
    print(f"  inner half-separation {inner:.4f}, formula {2.5*p*a_field:.4f} mT")

print("checks complete")
```

Output:

```
g = 2.0, a/h = 0.200 GHz, nu = 34.0 GHz
invariant operators (free constants): 2
d_m/a for m = 5/2, 3/2, 1/2: [ 0.5 -1.5  1. ]
coupling <5/2|Hc|-3/2>/a = 1.1180
mean of phi over directions = 0.2000
zero-field levels/h (GHz): [-0.4 -0.4  0.2  0.2  0.2  0.2]
zero-field gap/h = 0.6000 GHz
a/(g mu_B) = 7.1448 mT
centre field h nu/(g mu_B) = 1214.6115 mT
line strengths: [5. 8. 9. 8. 5.]
[001] second-order shifts times G/a^2: [0.    0.313 0.    0.312 0.   ]
G doubled: line error falls by 2.000
G doubled: half-separation error falls by 4.000
p = 0 direction: 31.717 deg from [100] in (001)
Fields in mT, order 5/2-3/2, 3/2-1/2, 1/2-(-1/2), ...
[001]: phi = 0.0000, p = 1.0000
  first order: 1200.322 1232.473 1214.611 1196.750 1228.901
  diagonalized: 1200.322 1232.460 1214.611 1196.736 1228.901
  largest line error 0.0133 mT
  outer half-separation 14.2895, formula 14.2895 mT
  inner half-separation 17.8621, formula 17.8619 mT
[110]: phi = 0.2500, p = -0.2500
  first order: 1218.184 1210.146 1214.611 1219.077 1211.039
  diagonalized: 1218.171 1210.109 1214.638 1219.040 1211.026
  largest line error 0.0370 mT
  outer half-separation -3.5724, formula -3.5724 mT
  inner half-separation -4.4654, formula -4.4655 mT
[111]: phi = 0.3333, p = -0.6667
  first order: 1224.138 1202.704 1214.611 1226.519 1205.085
  diagonalized: 1224.107 1202.735 1214.549 1226.550 1205.054
  largest line error 0.0623 mT
  outer half-separation -9.5266, formula -9.5264 mT
  inner half-separation -11.9076, formula -11.9080 mT
p = 0: phi = 0.2000, p = 0.0000
  first order: 1214.611 1214.611 1214.611 1214.611 1214.611
  diagonalized: 1214.606 1214.552 1214.668 1214.552 1214.606
  largest line error 0.0596 mT
  outer half-separation -0.0002, formula 0.0000 mT
  inner half-separation -0.0000, formula 0.0000 mT
checks complete
```
